# Where a Photoelectron Signal Originates: The Three-Attenuation-Length Estimate

## The situation

A hafnium oxide film is studied by X-ray photoelectron spectroscopy. X-rays reach deep into the film and release electrons at all the depths they reach. An electron released far below the surface, however, will probably lose energy on its way out, and it then no longer contributes to the narrow peak that identifies the element and its bonding. The peak therefore reports on a surface region. How thick is that region?

There is no depth at which the signal stops, so the question needs a stated share. The estimate treated here is that about 95 percent of the peak comes from within three attenuation lengths of the surface. It is the limit of a very thick film. The notes derive that limit, find its first correction for finite thickness, and then treat other small departures in the same way.

## Escape from one depth

Let $z$ be the depth below the surface, with $z=0$ at the surface. Electrons are collected along the surface normal, so an electron from depth $z$ travels a distance $z$ inside the film. The signal means electrons that arrive without energy loss.

Suppose that a short path $dz$ removes a fraction $dz/\lambda$ of these electrons, where the attenuation length $\lambda$ is the same everywhere in the film. If $P(z)$ is the probability of escape from depth $z$, an extra path $dz$ changes it by

$$
dP=-P\,\frac{dz}{\lambda}.
$$

Dividing by $P$ and integrating from the surface, where $P(0)=1$, gives

$$
\ln P(z)=-\frac{z}{\lambda},\qquad P(z)=e^{-z/\lambda}.
$$

The minus sign expresses loss. At $z=\lambda$ the probability has fallen to $1/e$, not to zero.

## The thick-film limit

Let the emitters have uniform density and be excited equally at all depths. A layer between $z$ and $z+dz$ then contributes $C e^{-z/\lambda}dz$, where the constant $C$ contains the emitter density, the X-ray intensity and the efficiency of the instrument. The signal from the surface down to depth $t$ is

$$
I(t)=C\int_0^t e^{-z/\lambda}\,dz
=C\left[-\lambda e^{-z/\lambda}\right]_0^t
=C\lambda\left(1-e^{-t/\lambda}\right).
$$

For a film of thickness $d\to\infty$ the total is $C\lambda$. The share from above depth $t$ is therefore

$$
F_\infty(t)=\frac{I(t)}{C\lambda}=1-e^{-t/\lambda}.
$$

The constant $C$ has cancelled, so neither the X-ray intensity nor the detector efficiency needs to be known.

At $t=3\lambda$ the missing share is $e^{-3}=1/e^3$. Since $e^3=20.086$, about one part in twenty comes from deeper:

$$
F_\infty(3\lambda)=1-\frac{1}{20.086}\approx 0.950.
$$

One attenuation length gives 63.2 percent and two give 86.5 percent. Each further length leaves $1/e$ of the remainder.

The same number follows without an exponential function. Divide the film into slabs of thickness $h\lambda$, each removing a fraction $h$ of the electrons that cross it. The slab with $j$ others above it contributes in proportion to $(1-h)^j$. For $h=1/2000$, summing these products numerically gives 95.03 percent for the top three lengths, against 95.02 percent from the formula. The small excess is due to the finite slabs: $\ln(1-h)\approx-h-h^2/2$, so they attenuate slightly more than $e^{-h}$.

The depth for a share of 95 percent follows from $e^{-t/\lambda}=0.05=1/20$:

$$
t_{95}=\lambda\ln 20=2.996\,\lambda .
$$

Three lengths is this result rounded to a convenient integer.

## First correction for finite thickness

For a film of thickness $d\ge t$, the total signal is $I(d)$ instead of $C\lambda$. Hence

$$
F_d(t)=\frac{1-e^{-t/\lambda}}{1-e^{-d/\lambda}}.
$$

Define $\epsilon=e^{-d/\lambda}$, which is small for a thick film. The geometric series $1/(1-\epsilon)=1+\epsilon+\epsilon^2+\cdots$ gives

$$
F_d(t)=F_\infty(t)\left[1+\epsilon+O(\epsilon^2)\right].
$$

The correction is positive. Cutting off the deep material removes signal from the total but none from the region above $t$.

The depth for 95 percent has its own correction. Setting $F_d(t)=0.95$ gives

$$
e^{-t/\lambda}=1-0.95(1-\epsilon)=0.05+0.95\,\epsilon
=0.05\,(1+19\epsilon).
$$

Taking the logarithm and using $\ln(1+x)\approx x$,

$$
t_{95}(d)=\lambda\ln20-\lambda\ln(1+19\epsilon)
\approx\lambda\ln20-19\lambda\epsilon .
$$

This expansion needs $19\epsilon\ll1$, a stronger condition than $\epsilon\ll1$. The factor 19 appears because the depth is set by the small remainder of 5 percent, to which a small loss of deep signal matters more.

## A thick film and a gate film

Take $\lambda=2.0$ nm, a rough typical value for fast Hf 4f electrons in hafnium oxide excited by a laboratory aluminium source. Three lengths are

$$
3\lambda=3(2.0\ \mathrm{nm})=6.0\ \mathrm{nm}=60\ \text{angstrom},
$$

and $t_{95}=2.9957(2.0\ \mathrm{nm})=5.99$ nm.

For a blanket film with $d=20$ nm, $\epsilon=e^{-10}=4.5\times10^{-5}$. The first correction to the share is $0.950\,\epsilon=4.3\times10^{-5}$, or 0.0043 percentage points, in agreement with the full formula. The correction to the depth is $19(2.0\ \mathrm{nm})\epsilon\approx0.002$ nm. For this purpose the film is thick.

A gate film with $d=3$ nm is different. It ends above the depth of 6 nm, so all of its signal comes from within three attenuation lengths, and the statement about 95 percent has lost its content. One can still ask which top part supplies 95 percent of the film's own signal. Without expansion,

$$
t_{95}=-\lambda\ln\left[1-0.95\left(1-e^{-1.5}\right)\right]
=2.68\ \mathrm{nm}.
$$

The factor $1-e^{-1.5}=0.777$ also says that this film supplies 77.7 percent of the intensity of an infinitely thick film of the same material, with $C$ and $\lambda$ held fixed.

## The opposite limit: a very thin film

When $d\ll\lambda$, attenuation is weak throughout the film. With $1-e^{-x}\approx x-x^2/2$,

$$
F_d(t)\approx\frac{t}{d}\,\frac{1-t/2\lambda}{1-d/2\lambda}
\approx\frac{t}{d}\left(1+\frac{d-t}{2\lambda}\right).
$$

At leading order the share is the geometrical fraction $t/d$. To find the depth for a share $p$, write $t=pd+\delta$, with $\delta$ small. In the correction term $t$ may be replaced by $pd$:

$$
p=p+\frac{\delta}{d}+\frac{p(1-p)d}{2\lambda},
\qquad
\delta=-\frac{p(1-p)d^2}{2\lambda}.
$$

For $p=0.95$ and $d=3$ nm, the leading value is 2.85 nm and the correction is $-0.0475(9)/4=-0.11$ nm, which gives 2.74 nm. The full result is 2.68 nm. Here $d/\lambda=1.5$ is not small, so the remaining difference is no surprise. In the thin limit the film thickness sets the information depth, and in the thick limit the attenuation length does.

## Small changes of the attenuation rate

Return to the thick film and hold the depth at $t=3\lambda$. Several departures from the ideal case replace the rate $1/\lambda$ by $(1+x)/\lambda$, with small $x$. The share becomes $1-e^{-3(1+x)}$, and its change is

$$
\Delta F=e^{-3}\left(1-e^{-3x}\right)\approx3e^{-3}x=0.149\,x .
$$

The expansion requires $3x\ll1$. Faster attenuation, $x>0$, moves the signal toward the surface.

**Attenuation of the X-rays.** Let the X-ray absorption length be 500 nm, a round value chosen for illustration, and let the beam arrive 35 degrees above the surface. To reach depth $z$ the X-rays travel $z/\sin35^\circ$, so their intensity falls over a depth of $500\sin35^\circ=287$ nm. The two exponentials multiply and their rates add, so $x=2.0/287=0.0070$. The estimate is $\Delta F=0.149(0.0070)=0.0010$. The full calculation gives $+0.103$ percentage points.

**A finite collection cone.** An electron leaving at angle $\theta$ from the normal travels $z/\cos\theta$, so $x=1/\cos\theta-1\approx\theta^2/2$. For a fixed illuminated volume, the contribution of each angle is proportional to

$$
\sin\theta\int_0^\infty e^{-z/(\lambda\cos\theta)}dz
=\lambda\sin\theta\cos\theta\approx\lambda\theta .
$$

The average of $\theta^2$ over a cone of half-angle $\theta_0$ is then

$$
\langle\theta^2\rangle
=\frac{\int_0^{\theta_0}\theta^3d\theta}{\int_0^{\theta_0}\theta\,d\theta}
=\frac{\theta_0^4/4}{\theta_0^2/2}=\frac{\theta_0^2}{2},
\qquad \langle x\rangle=\frac{\theta_0^2}{4}.
$$

For $\theta_0=10^\circ=0.175$ rad, $\langle x\rangle=0.0076$ and the estimated shift is 0.11 percentage points. Integration over both depth and angle gives $+0.113$.

A large tilt is outside this expansion. At 60 degrees from the normal, $\cos\theta=1/2$, and the three-length depth shrinks to 3.0 nm. The top 6 nm then supply $1-e^{-6}$, or 99.75 percent. This is why the estimate specifies normal emission.

**An uncertain attenuation length.** Let the true length be $\lambda(1+y)$ while the depth stays at 6 nm. Since $3/(1+y)\approx3-3y+3y^2$,

$$
\Delta F=e^{-3}\left(1-e^{3y-3y^2}\right).
$$

Expanding the exponential to second order gives $e^{3y-3y^2}\approx1+3y-3y^2+\tfrac92y^2=1+3y+\tfrac32y^2$, so

$$
\Delta F\approx-e^{-3}\left(3y+\tfrac32y^2\right).
$$

For $y=\pm0.20$ the linear term is $\mp3.0$ percentage points and the quadratic term is $-0.3$ for both signs. The full shifts are $-3.23$ points for the longer length and $+2.63$ points for the shorter one. The quadratic term explains most of this asymmetry. An error of 20 percent in $\lambda$ matters far more than the X-ray or cone corrections.

## When the emitters are not uniform

Uniform density was used to take $C$ out of the integral. Suppose that the emitter density is halved in a top layer of thickness $s<3\lambda$, while $\lambda$ is unchanged. In units of the original total signal, the top layer loses $0.5(1-e^{-s/\lambda})$. The signal from below $3\lambda$ remains $e^{-3}$. Therefore

$$
F(3\lambda)=1-\frac{e^{-3}}{1-0.5\left(1-e^{-s/\lambda}\right)}.
$$

For $s=2.0$ nm the denominator is $1-0.5(0.632)=0.684$, and the share is $1-0.0498/0.684=0.927$. The deep signal has not grown in absolute terms. Its share has grown because the total is smaller.

## Elastic scattering and the choice of length

An elastic collision changes an electron's direction without removing it from the peak. The path to the surface is then no longer straight, and the escape probability is no longer a pure exponential. Which length should be multiplied by three?

Let $\lambda_i$ be the inelastic mean free path, the average path between energy losses. Let a fraction $\omega$ of all collisions be elastic. Inelastic collisions are the fraction $1-\omega$, so the mean free path for collisions of either kind is $(1-\omega)\lambda_i$. Measure depth in this unit and call it $\tau$. Assume that initial emission and elastic scattering are both isotropic. Real elastic collisions are more frequent but mostly deflect an electron by small angles, so $\omega$ here counts a smaller number of isotropic collisions that has roughly the same effect.

Let $J(\tau)$ be the chance of leaving along the normal without energy loss, relative to emission along the normal with no collisions at all. Direct escape contributes $e^{-\tau}$. Otherwise there is a first collision at some depth $\tau'$. With probability $\omega$ it is elastic, and the electron starts afresh from $\tau'$.

The probability density of that first collision is needed. The cosine $m$ of an isotropic direction is uniform between $-1$ and $1$, with density $1/2$. To change depth by $u>0$ the electron travels $u/m$, so the density in $u$ on either side is

$$
\frac12\int_0^1e^{-u/m}\frac{dm}{m}=\frac12E_1(u),
$$

which defines the exponential integral $E_1$. Thus

$$
J(\tau)=e^{-\tau}+\frac{\omega}{2}\int_0^\infty
E_1(|\tau-\tau'|)J(\tau')\,d\tau' .
$$

For small $\omega$, put $J\approx e^{-\tau'}$ in the integral. The mean emission depth then needs two integrals of the correction. Exchanging the order of integration and writing $\tau=\tau'+u$, the first is

$$
M_0=\frac12\int_0^\infty e^{-\tau'}
\left[\int_0^\infty E_1(u)du+\int_0^{\tau'}E_1(u)du\right]d\tau' .
$$

The definition of $E_1$ gives $\int_0^\infty E_1du=\int_0^1dm=1$. In the second term, integrating over $\tau'>u$ first leaves

$$
\int_0^\infty E_1(u)e^{-u}du=\int_0^1\frac{dm}{1+m}=\ln2 .
$$

So $M_0=(1+\ln2)/2$. The second integral carries an extra factor $\tau$, which is $\tau'+u$ on the deeper side and $\tau'-u$ on the shallower side. The deeper side gives $\int_0^\infty\tau'e^{-\tau'}d\tau'=1$ plus $\int_0^\infty uE_1du=\int_0^1m\,dm=1/2$. On the shallower side, integrating over $\tau'>u$ gives

$$
\int_0^\infty E_1(u)\left[(1+u)e^{-u}-ue^{-u}\right]du=\ln2 .
$$

Hence $M_1=(3/2+\ln2)/2$. The unperturbed integrals of $e^{-\tau}$ and $\tau e^{-\tau}$ are both 1, and the mean depth is

$$
\bar\tau=\frac{1+\omega M_1}{1+\omega M_0}
\approx1+\omega(M_1-M_0)=1+\frac{\omega}{4}.
$$

In ordinary units, $\bar z\approx(1-\omega)\lambda_i(1+\omega/4)$. The first factor shortens the depth because elastic collisions also interrupt direct escape. The second restores a little of it, because the scattered electrons that still get out start deeper on average: to this order their mean depth is $M_1/M_0\approx1.30$ in units of $\tau$, against 1 for direct escape.

With the rough value $\omega=0.20$ and $\lambda_i=2.0$ nm, the estimate is $1.60(1.05)=1.68$ nm. Numerical solution of the full integral equation gives 1.695 nm. It places 97.25 percent of the signal within $3\lambda_i=6$ nm, and 400,000 simulated random walks give 97.26 percent. Within three mean emission depths the share is 95.2 percent.

For a pure exponential the mean emission depth is $\int_0^\infty z e^{-z/\lambda}dz/\lambda=\lambda$, so the two choices coincide. In this scattering model they do not. For the stated parameters, the mean emission depth nearly restores the estimate, while the inelastic mean free path makes the region too deep: 95 percent is already reached at 5.02 nm.

## Reading the estimate for a real gate stack

The 20 nm film stands for a thick reference layer and is far thicker than a typical hafnium oxide gate layer, which is a few nanometres thick. Real gate films therefore break the thick-film assumption first. For the 3 nm example this moves the 95 percent depth from 6.0 nm to 2.68 nm. On a thick layer viewed along the normal, the larger effects sized here are the uncertainty of $\lambda$, a depleted top layer and elastic scattering, each worth about 2 to 3 percentage points for the chosen values. The isotropic scattering model gives the approximate size of the elastic effect, not a precise correction for hafnium oxide. The numerical output lists the values used.

For a uniform layer much thicker than $3\lambda$, viewed along the normal, 6 nm is thus a reasonable estimate of the depth probed, provided that 2.0 nm is a length that already includes elastic scattering, such as the mean emission depth; if 2.0 nm is the inelastic mean free path, the scattering model above gives about 5 nm instead. It does not make a deeper layer invisible: 5 percent of the signal still comes from below, and a strong emitter there could contribute more.

## Computed results

```
attenuation length (rough input): 2.0 nm
thick film thickness: 20.0 nm
thin gate film thickness: 3.0 nm
e cubed: 20.086
share within 1 attenuation length(s): 63.21 %
share within 2 attenuation length(s): 86.47 %
share within 3 attenuation length(s): 95.02 %
share within 3 lengths, slab products: 95.03 %
share from below 3 lengths: 4.98 %
three attenuation lengths: 6.00 nm = 60.0 angstrom
ln 20: 2.9957
depth for exactly 95 %: 5.991 nm
share within 3 lengths, 20 nm film: 95.0256 %
same share, infinitely thick film: 95.0213 %
shift from finite thickness: +0.0043 percentage points
gate film: depth for 95 % of its own signal: 2.68 nm
share of thick-film signal from top 3 nm: 77.7 %
emission angle of tilted case: 60 degrees
tilted case, share within 3 lengths of depth: 99.75 %
tilted case, three-length depth: 3.00 nm
half-density top layer thickness: 2.0 nm
half-density top layer, share within 3 lengths: 92.72 %
assumed error of attenuation length: 20 %
share within 6 nm, longer length: 91.79 %
share within 6 nm, shorter length: 97.65 %
shift, longer length: -3.23 percentage points
shift, shorter length: +2.63 percentage points
X-ray absorption length (rough input): 500 nm
X-ray elevation above surface: 35 degrees
X-ray attenuation depth: 287 nm
shift from X-ray attenuation: +0.103 percentage points
collection cone half-angle: 10 degrees
shift from collection cone: +0.113 percentage points
elastic share of collisions (rough input): 0.20
inelastic mean free path in elastic test: 2.00 nm
total mean free path in elastic test: 1.60 nm
elastic test, share within 3 inelastic paths: 97.25 %
same share from random walks: 97.26 %
shift from elastic scattering: +2.23 percentage points
elastic test, mean emission depth: 1.695 nm
elastic test, share within 3 mean depths: 95.21 %
elastic test, depth for 95 %: 5.02 nm
```
